# Stability limit of velocity Verlet for an N-H stretch: verification in Python

```python
"""Velocity Verlet applied to a harmonic N-H stretch.

Result under test: with x'' = -omega^2 x and omega = 2 pi c w, the motion is
bounded for every start only if omega*h < 2, i.e. h < 1/(pi c w).
w: wavenumber (per cm), h: time step (fs), omega: angular frequency (1/fs),
a = omega*h, theta: phase advance of the numerical motion per step.
A Morse bond of depth D sizes the neglected anharmonicity; its coordinate y
is the stretch times the Morse range parameter, and its energy is in units of D.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants as const

wavenumber = 3400.0
temperature = 600.0
depth_ev = 5.0
c_cm_fs = const.c * 100.0 * 1e-15
omega = 2 * math.pi * c_cm_fs * wavenumber
period = 1 / (c_cm_fs * wavenumber)
limit = 1 / (math.pi * c_cm_fs * wavenumber)


def verlet_step(x, v, h, acceleration):
    v_half = v + h * acceleration(x) / 2
    x_new = x + h * v_half
    return x_new, v_half + h * acceleration(x_new) / 2


def harmonic(x):
    return -omega**2 * x


# Symbolic check of the one-step map and of its conserved quadratic form.
X, U = sp.symbols("X U", real=True)
A, W = sp.symbols("A W", positive=True)
x_new, v_new = verlet_step(X, W * U, A / W, lambda q: -W**2 * q)
u_new = sp.expand(v_new / W)
x_new = sp.expand(x_new)
step_matrix = sp.Matrix([x_new, u_new]).jacobian([X, U])
derived = sp.Matrix([[1 - A**2 / 2, A],
                     [-A * (1 - A**2 / 4), 1 - A**2 / 2]])
assert (step_matrix - derived).applyfunc(sp.expand) == sp.zeros(2, 2)
assert sp.expand(step_matrix.det()) == 1
assert sp.expand(step_matrix.trace() - 2 + A**2) == 0
change = (u_new**2 + (1 - A**2 / 4) * x_new**2
          - U**2 - (1 - A**2 / 4) * X**2)
assert sp.expand(change) == 0


# Threshold found from trajectories alone.
def runs_away(h, steps=20000):
    x, v = 1.0, omega
    for _ in range(steps):
        x, v = verlet_step(x, v, h, harmonic)
        if abs(x) > 1e6:
            return True
    return False


low, high = 2.0, 4.0
assert not runs_away(low) and runs_away(high)
for _ in range(30):
    middle = (low + high) / 2
    if runs_away(middle):
        high = middle
    else:
        low = middle
threshold = (low + high) / 2
# A finite run cannot see growth slower than about 1e-3 per step.
assert abs(threshold / limit - 1) < 1e-6

print(f"wavenumber: {wavenumber:.0f} per cm")
print(f"angular frequency: {omega:.5f} rad/fs")
print(f"vibrational period: {period:.3f} fs")
print(f"stability limit from formula: {limit:.4f} fs")
print(f"stability limit from trajectories: {threshold:.4f} fs")

# Phase advance from sign changes; energy ceiling from the largest energy.
count_steps = 20000
for h in (0.5, 1.0, 2.0, 3.0):
    a = omega * h
    theta = 2 * math.asin(a / 2)
    ceiling = 1 / (1 - a**2 / 4)
    x, v = 0.0, omega
    sign_changes, largest = 0, 1.0
    for _ in range(count_steps):
        previous = x
        x, v = verlet_step(x, v, h, harmonic)
        sign_changes += previous * x < 0
        largest = max(largest, x**2 + (v / omega)**2)
    measured_theta = math.pi * sign_changes / count_steps
    # Counting whole sign changes leaves an error of order pi/count_steps.
    assert abs(measured_theta - theta) < 2.5 * math.pi / count_steps
    assert largest <= ceiling * (1 + 1e-8)
    assert largest > 0.99 * ceiling
    print(f"h = {h:.1f} fs: omega*h = {a:.4f}")
    print(f"  apparent wavenumber: {wavenumber * theta / a:.1f} per cm")
    print(f"  energy ceiling / starting energy: {ceiling:.4f}")

# Linear growth exactly at the limit.
x, v = 0.0, omega
for _ in range(50):
    x, v = verlet_step(x, v, 2 / omega, harmonic)
assert abs(x + 100.0) < 1e-6
print(f"at the limit, x after 50 steps (x0=0, u0=1): {x:.3f}")

# Exponential growth above the limit.
h_above = 3.2
a_above = omega * h_above
growth = math.exp(2 * math.acosh(a_above / 2))
x, v = 1.0, 0.0
for _ in range(100):
    previous = x
    x, v = verlet_step(x, v, h_above, harmonic)
assert abs(x / previous + growth) < 1e-8
print(f"h = {h_above:.1f} fs: omega*h = {a_above:.4f}")
print(f"  growth factor per step: {growth:.4f}")
print(f"  time for tenfold growth: "
      f"{h_above * math.log(10) / math.log(growth):.2f} fs")

# Anharmonic correction if the given wavenumber is the observed fundamental.
ev_per_cm = const.h * const.c * 100 / const.e
depth_cm = depth_ev / ev_per_cm
harmonic_cm = depth_cm * (1 - math.sqrt(1 - 2 * wavenumber / depth_cm))
kappa = harmonic_cm / (2 * depth_cm)
grid = np.linspace(-1.0, 4.0, 301)
spacing = grid[1] - grid[0]
index = np.arange(grid.size)
difference = index[:, None] - index[None, :]
safe = np.where(difference == 0, 1, difference)
kinetic = np.where(difference == 0, math.pi**2 / 3,
                   2 * (-1.0)**np.abs(difference) / safe**2)
hamiltonian = kappa**2 * kinetic / spacing**2
hamiltonian += np.diag((1 - np.exp(-grid))**2)
levels = np.linalg.eigvalsh(hamiltonian)
fundamental = (levels[1] - levels[0]) * depth_cm
assert abs(fundamental - wavenumber) < 0.01
corrected_limit = 1 / (math.pi * c_cm_fs * harmonic_cm)
print(f"Morse depth: {depth_ev:.1f} eV")
print(f"Morse fundamental by diagonalization: {fundamental:.2f} per cm")
print(f"harmonic wavenumber behind it: {harmonic_cm:.1f} per cm")
print(f"limit with that harmonic wavenumber: {corrected_limit:.3f} fs")

# Morse trajectories whose curvature at the minimum is that of w itself.
thermal_ev = const.k * temperature / const.e
quantum_ev = wavenumber * ev_per_cm


def morse(y):
    return -omega**2 * (math.exp(-y) - math.exp(-2 * y))


def morse_energy_ratio(h, steps=20000):
    start = thermal_ev / depth_ev
    y, v, largest = 0.0, omega * math.sqrt(start), start
    for step in range(1, steps + 1):
        y, v = verlet_step(y, v, h, morse)
        energy = (1 - math.exp(-y))**2 + (v / omega)**2
        largest = max(largest, energy)
        if energy > 1:
            return largest / start, step, True
    return largest / start, steps, False


print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {thermal_ev:.4f} eV")
print(f"vibrational quantum: {quantum_ev:.4f} eV")
print(f"vibrational quantum / kT: {quantum_ev / thermal_ev:.2f}")
ratios = []
for h in (0.5, math.sqrt(3) / omega, h_above):
    ratio, steps_done, broken = morse_energy_ratio(h)
    ratios.append(ratio)
    outcome = "exceeds bond depth" if broken else "stays below bond depth"
    print(f"Morse, h = {h:.3f} fs: largest / starting energy {ratio:.4g}")
    print(f"  energy {outcome}; steps run: {steps_done}")
resonance_ceiling = 1 / (1 - 3 / 4)
print(f"harmonic ceiling at three steps per period: {resonance_ceiling:.2f}")
assert ratios[0] < 1.06
assert ratios[1] > resonance_ceiling
assert ratios[2] > 3

print("done: every assertion held")
```

Printed output:

```
wavenumber: 3400 per cm
angular frequency: 0.64044 rad/fs
vibrational period: 9.811 fs
stability limit from formula: 3.1228 fs
stability limit from trajectories: 3.1228 fs
h = 0.5 fs: omega*h = 0.3202
  apparent wavenumber: 3414.7 per cm
  energy ceiling / starting energy: 1.0263
h = 1.0 fs: omega*h = 0.6404
  apparent wavenumber: 3461.0 per cm
  energy ceiling / starting energy: 1.1143
h = 2.0 fs: omega*h = 1.2809
  apparent wavenumber: 3690.0 per cm
  energy ceiling / starting energy: 1.6954
h = 3.0 fs: omega*h = 1.9213
  apparent wavenumber: 4563.4 per cm
  energy ceiling / starting energy: 12.9655
at the limit, x after 50 steps (x0=0, u0=1): -100.000
h = 3.2 fs: omega*h = 2.0494
  growth factor per step: 1.5584
  time for tenfold growth: 16.61 fs
Morse depth: 5.0 eV
Morse fundamental by diagonalization: 3400.00 per cm
harmonic wavenumber behind it: 3556.9 per cm
limit with that harmonic wavenumber: 2.985 fs
temperature: 600 K
thermal energy kT: 0.0517 eV
vibrational quantum: 0.4215 eV
vibrational quantum / kT: 8.15
Morse, h = 0.500 fs: largest / starting energy 1.028
  energy stays below bond depth; steps run: 20000
Morse, h = 2.704 fs: largest / starting energy 474.3
  energy exceeds bond depth; steps run: 10
Morse, h = 3.200 fs: largest / starting energy 236.7
  energy exceeds bond depth; steps run: 5
harmonic ceiling at three steps per period: 4.00
done: every assertion held
```
